# Critical thickness of a lightly strained silicon-germanium film

## The problem

A silicon-germanium film of thickness \(h\) grows coherently on a thick (001) silicon substrate. The alloy has the larger natural lattice parameter, so matching the substrate compresses it in both in-plane directions by a strain of magnitude \(\varepsilon\). A dislocation already threads the film from the interface to the free surface. If it glides sideways, it leaves behind a straight misfit dislocation in the interface, which relieves some of the strain but costs energy. At what thickness does this motion first pay?

Use isotropic linear elasticity with the same shear modulus \(\mu\) and Poisson ratio \(\nu\) in film and substrate. Consider a single dislocation, a flat surface and no lattice friction. The misfit dislocation lies along \([110]\) and has Burgers vector \(\mathbf b=(a/2)[101]\), as in the diamond lattice.

For numbers take round model parameters: \(a=5.4\) Å, \(\mu=0.4\) eV/Å\(^3\), \(\nu=0.25\), and \(\varepsilon=0.04\,x\) with germanium fraction \(x=0.10\), hence \(\varepsilon=0.004\). In atomic units stiffness is measured in hartree/bohr\(^3\). No electronic constant enters, so the algebra below holds in either set of units.

Find the critical thickness \(h_c\), first by scaling and then from the full force balance. Determine also how light the strain must be for the answer to make sense.

## A first estimate by scaling

The misfit stress is of order \(\mu\varepsilon\). It acts on a threading segment of length about \(h\), and the force per length on a dislocation is stress times Burgers length. The driving force is therefore of order \(\mu\varepsilon bh\).

The opposing force is the energy per length of the new misfit line. The only energy per length that can be formed from \(\mu\) and \(b\) is \(\mu b^2\). Equating the two gives

\[
\mu\varepsilon b h\sim\mu b^2,\qquad h_c\sim \frac{b}{\varepsilon}.
\]

With \(b=a/\sqrt2=3.818\) Å this is \(3.818/0.004\approx 955\) Å. The shear modulus has cancelled, because it sets the scale of both forces. The estimate ignores all numerical factors, and also the growth of the line energy with distance from the surface.

## Solution of the force balance

### Misfit stress

Let \(z\) be the film normal. The strains are \(-\varepsilon,-\varepsilon,e_z\), and the free surface requires \(\sigma_{zz}=0\). With \(\lambda=2\mu\nu/(1-2\nu)\), Hooke's law gives

\[
\lambda(-2\varepsilon+e_z)+2\mu e_z=0,\qquad
e_z=\frac{2\lambda\varepsilon}{\lambda+2\mu}=\frac{2\nu\varepsilon}{1-\nu},
\]

where \(\lambda+2\mu=2\mu(1-\nu)/(1-2\nu)\) was used. The first equation also says that \(\lambda(-2\varepsilon+e_z)=-2\mu e_z\). The in-plane stress is therefore

\[
-2\mu e_z-2\mu\varepsilon=-M\varepsilon,\qquad M=\frac{2\mu(1+\nu)}{1-\nu}.
\]

Here \(M=1.333\) eV/Å\(^3\), and the stress magnitude is \(\sigma=M\varepsilon=0.00533\) eV/Å\(^3\).

### Geometry and driving force

Take the unit vectors \(\mathbf n=[1\bar10]/\sqrt2\) across the misfit line, \(\boldsymbol\ell=[110]/\sqrt2\) along it, and \(\mathbf z=[001]\). They form a right-handed set. Projecting \(\mathbf b\) gives

\[
b_x=\mathbf b\cdot\mathbf n=\frac b2,\qquad
b_s=\mathbf b\cdot\boldsymbol\ell=\frac b2,\qquad
b_z=\frac a2=\frac b{\sqrt2}.
\]

The angle \(\beta\) between \(\mathbf b\) and the line is 60°. The glide plane must contain both vectors; its normal is \((1,\bar1,\bar1)\), which is perpendicular to each.

The Peach-Koehler force on an element \(d\mathbf l\) is \((\boldsymbol\sigma\mathbf b)\times d\mathbf l\). Since the film stress has no \(z\) components, \(\boldsymbol\sigma\mathbf b=-\sigma(b_x\mathbf n+b_s\boldsymbol\ell)\). The force component along \(\boldsymbol\ell\) is

\[
(\boldsymbol\sigma\mathbf b)_z\,dl_n-(\boldsymbol\sigma\mathbf b)_n\,dl_z=\sigma b_x\,dl_z .
\]

Integration through the film gives \(\sigma b_xh\), whatever the shape of the threader. The sense of the line, or equivalently the sign of \(\mathbf b\), is taken such that this force lengthens the misfit segment.

### Stress field of the misfit line

The opposing force requires the energy of a straight dislocation at depth \(h\). Let \(x\) run along \(\mathbf n\) and \(y\) downwards from the surface, and put \(Y=y-h\), \(r^2=x^2+Y^2\). The third axis is then \(\boldsymbol\ell\), and \(b_y=-b_z\).

In an infinite body, the stress of the component \(b_x\) follows from the Airy function \(\chi=-D_xY\ln r\), through \(\sigma_{xx}=\chi_{YY}\), \(\sigma_{yy}=\chi_{xx}\), \(\sigma_{xy}=-\chi_{xY}\):

\[
\sigma_{xx}=-\frac{D_xY(3x^2+Y^2)}{r^4},\quad
\sigma_{yy}=\frac{D_xY(x^2-Y^2)}{r^4},\quad
\sigma_{xy}=\frac{D_xx(x^2-Y^2)}{r^4}.
\]

Equilibrium is automatic. Compatibility holds because \(\sigma_{xx}+\sigma_{yy}=-2D_xY/r^2\) is harmonic away from the line.

The constant \(D_x\) follows from the displacement jump. In plane strain \(2\mu\,\partial_xu_x=(1-\nu)\sigma_{xx}-\nu\sigma_{yy}\). Along a line of constant \(Y\), the integral of \(\sigma_{xx}\) over \(x\) is \(-2\pi D_x\,\mathrm{sgn}\,Y\), and that of \(\sigma_{yy}\) is zero. A circuit running towards \(+x\) at negative \(Y\) and back at positive \(Y\) collects two equal contributions:

\[
b_x=2\,\frac{(1-\nu)2\pi D_x}{2\mu},\qquad
D_x=\frac{\mu b_x}{2\pi(1-\nu)} .
\]

The distant closing pieces contribute nothing, since the displacement gradient decays as \(1/r\) and their length is fixed.

Turning this field by a right angle gives the field of \(b_y\), with \(D_y=\mu b_y/[2\pi(1-\nu)]\). The components needed are

\[
\sigma_{yy}=\frac{D_yx(x^2+3Y^2)}{r^4},\qquad
\sigma_{xy}=\frac{D_yY(x^2-Y^2)}{r^4}.
\]

The screw part has \(u_3=b_s\theta/2\pi\), with \(\theta\) the polar angle about the line, so \(\sigma_{y3}=\mu b_sx/(2\pi r^2)\).

### Freeing the surface

These fields leave tractions on the surface \(y=0\). The outward normal is \(-\hat{\mathbf y}\), so a compensating load \(p_i(s)=\sigma_{iy}(s,Y=-h)\) must be applied at each surface point \(s\).

A load \(\mathbf P\) per length on a half-plane produces

\[
\sigma_{ij}=-\frac2\pi\frac{(\mathbf P\cdot\mathbf r)r_ir_j}{r^4},
\]

where \(\mathbf r\) now starts at the load. This is a purely radial stress proportional to \(1/r\). It satisfies equilibrium, its trace is harmonic, and it leaves the rest of the surface free. Its resultant on a half-circle is \(-(2/\pi)\int_0^\pi(\mathbf P\cdot\hat{\mathbf r})\hat{\mathbf r}\,d\theta=-\mathbf P\), which balances the load. For a load \(P_3\) along the line the counterpart is \(\sigma_{r3}=-P_3/(\pi r)\).

From the load to the dislocation, \(\mathbf r=(-s,h)\) and \(r^2=s^2+h^2\). For \(b_x\),

\[
\mathbf p\cdot\mathbf r=-\frac{D_x(s^2+h^2)(s^2-h^2)}{r^4}=-\frac{D_x(s^2-h^2)}{r^2},
\]

\[
\sigma_{xx}^{c}=\frac{2D_x}\pi\int_{-\infty}^{\infty}\frac{s^2(s^2-h^2)}{(s^2+h^2)^3}ds
=\frac{2D_x}{\pi h}\left(\frac{3\pi}8-\frac\pi8\right)=\frac{D_x}{2h}.
\]

The substitution \(s=h\tan\theta\) turns the two integrals into those of \(\sin^4\theta\) and \(\sin^2\theta\cos^2\theta\). For \(b_y\),

\[
\mathbf p\cdot\mathbf r=\frac{D_yhs(s^2-h^2+s^2+3h^2)}{r^4}=\frac{2D_yhs}{r^2},
\]

\[
\sigma_{xy}^{c}=\frac{4D_yh^2}\pi\int_{-\infty}^{\infty}\frac{s^2\,ds}{(s^2+h^2)^3}
=\frac{4D_yh^2}{\pi}\frac{\pi}{8h^3}=\frac{D_y}{2h}.
\]

The cross terms, \(\sigma_{xy}^c\) from \(b_x\) and \(\sigma_{xx}^c\) from \(b_y\), have odd integrands and vanish. For the screw part,

\[
\sigma_{x3}^{c}=\frac{\mu b_s}{2\pi^2}\int_{-\infty}^{\infty}\frac{s^2\,ds}{(s^2+h^2)^2}=\frac{\mu b_s}{4\pi h}.
\]

### Line energy

The vertical Peach-Koehler force on the line is \(-(\boldsymbol\sigma^c\mathbf b)_x\). Since \(y\) points downwards, the minus sign means attraction to the surface. Its magnitude is

\[
\frac{D_xb_x+D_yb_y}{2h}+\frac{\mu b_s^2}{4\pi h}
=\frac{\mu}{4\pi h}\left[\frac{b_x^2+b_y^2}{1-\nu}+b_s^2\right]=\frac Kh .
\]

With \(b_s=b\cos\beta\) and \(b_x^2+b_y^2=b^2\sin^2\beta\),

\[
K=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)} .
\]

Placing the line deeper by \(dh\) costs \((K/h)\,dh\), so the energy per length is

\[
W(h)=K\ln\frac{\alpha h}{b}.
\]

The integration constant \(\alpha\) contains the core energy, which elasticity cannot supply. It also takes in every other energy per length that does not depend on \(h\): the finite elastic terms left over beside the logarithm, and the energy of the surface step of height \(b_z\) that the gliding threader creates or removes. The choice \(\alpha=e\) turns the logarithm into \(\ln(h/b)+1\), and it is used here unless another value is named.

For the model parameters \(K=0.580\) eV/Å. A separate numerical calculation of the work done on the cut that creates the dislocation gives an energy difference of 1.0395 eV/Å between depths of 50 and 300 Å. The logarithmic law gives 1.0394 eV/Å.

### The balance and its roots

When the threader advances by \(\delta\ell\), its own surroundings move along unchanged and the misfit line grows by \(\delta\ell\). The energy changes by \(G\,\delta\ell\), with

\[
G(h)=K\ln\frac{\alpha h}{b}-M\varepsilon b_xh .
\]

The "line tension" in this balance is thus the energy per length of a straight line. The stiffness against bowing, which involves derivatives with respect to line direction, does not enter. Setting \(G=0\) gives

\[
h_c=L\ln\frac{\alpha h_c}{b},\qquad
L=\frac{K}{M\varepsilon b_x}
=\frac{b(1-\nu\cos^2\beta)}{8\pi(1+\nu)\,\varepsilon\,(b_x/b)} .
\]

To solve for \(h_c\), put \(u=\alpha h_c/b\) and \(c=b/(\alpha L)\). The condition becomes \(\ln u=cu\), or \(u=e^{cu}\). Multiplication by \(-c\,e^{-cu}\) gives

\[
(-cu)e^{-cu}=-c .
\]

The Lambert function \(W_k\) is defined by \(W_ke^{W_k}=\) its argument. Hence \(-cu=W_k(-c)\), and since \(cu=h_c/L\),

\[
h_c=-L\,W_{k}\!\left(-\frac{b}{\alpha L}\right),\qquad k=0\ \text{or}\ -1 .
\]

The derivative \(G'=K/h-M\varepsilon b_x\) vanishes at \(h=L\), where \(G\) has its maximum. There is one root on each side. The lower one, \(k=0\), is 1.44 Å here. It is smaller than \(b\), so continuum elasticity has no meaning there. At the upper root, \(k=-1\), \(G\) passes from positive to negative, and this root is the critical thickness.

### How light must the strain be?

Real roots require \(c\le1/e\). Inserting \(L\) gives

\[
\varepsilon\le\varepsilon_{\max}=\frac{\alpha K}{e\,M\,b\,b_x}.
\]

For \(\alpha=e\) this is \(0.580/(1.333\times3.818\times1.909)=0.0597\). At that strain the two roots merge at \(h=L=b\), so the continuum description has failed before the limit is reached. "Lightly strained" means \(\varepsilon\ll\varepsilon_{\max}\), which makes \(h_c\) many times \(b\). The present strain is about one fifteenth of the limit.

### Numbers

The length scale is

\[
L=\frac{0.5801}{0.005333\times1.909}\approx57.0\ \text{Å}.
\]

The equation can be solved by hand through the iteration \(h\to L[\ln(h/b)+1]\). Starting from 100 Å, the first step is

\[
57.0\,[\ln(100/3.818)+1]\approx243\ \text{Å},
\]

and the next values are 294, 304 and 306 Å. The slope of the iteration at the root is \(L/h_c=0.186\), so each step there reduces the error about fivefold. The result is

\[
h_c\approx307\ \text{Å}\approx580\ \text{bohr}.
\]

A root search using numerically integrated surface and driving forces gives the same thickness. At \(h_c\) both opposing forces equal 3.12 eV/Å, the same unit as energy per length. At half this thickness \(G=+1.16\) eV/Å, so the misfit segment would shrink. At twice the thickness \(G=-2.72\) eV/Å, so it would lengthen.

## Comparison of the two answers

The scaling estimate of 955 Å is 3.1 times the solution of the force balance. Its numerical factors can be traced by writing

\[
\frac{h_c\varepsilon}{b}
=\frac{W(h_c)/(\mu b^2)}{M b_x/(\mu b)} .
\]

In the numerator, \(K/(\mu b^2)=0.0995\) and the logarithm is \(h_c/L=5.39\), so the line energy is \(0.54\,\mu b^2\). In the denominator, the biaxial constraint and the Burgers geometry give \(3.33\times0.5=1.67\). Scaling therefore overestimated the cost of the line and underestimated the driving force. The ratio \(0.54/1.67\approx0.32\) accounts for the whole discrepancy.

The dependence on strain differs too. Differentiating \(h_c=L\ln(\alpha h_c/b)\) at fixed \(\alpha\) gives

\[
dh_c=\frac{h_c}{L}\,dL+\frac{L}{h_c}\,dh_c,
\qquad
\frac{d\ln h_c}{d\ln L}=\frac1{1-L/h_c}.
\]

Since \(L\propto1/\varepsilon\),

\[
\frac{d\ln h_c}{d\ln\varepsilon}=-\frac1{1-L/h_c}=-1.23,
\]

whereas scaling gives \(-1\). A thinner film needs less line energy per length, because the surface is closer, and this strengthens the effect of added strain. For \(x=0.05,\ 0.10,\ 0.20\) the thicknesses are 709, 307 and 129 Å. Each doubling of the strain reduces \(h_c\) by a factor of 2.3 to 2.4, not 2.

In the limit of vanishing strain the scaling exponent is recovered, but slowly. Splitting the logarithm gives

\[
\frac{h_c}{L}=\ln\frac{\alpha L}{b}+\ln\frac{h_c}{L}.
\]

As \(\varepsilon\to0\), \(L\) grows, the first term dominates, and \(L/h_c\) tends to zero as an inverse logarithm. At \(\varepsilon=0.004\) the two terms are 3.70 and 1.68. Keeping the first alone would give about 211 Å, which is 31% below the full root, so the asymptotic form is not yet a good substitute.

Within the isotropic model, the core parameter limits the accuracy of the result. The same differentiation at fixed \(L\) gives

\[
\frac{d\ln h_c}{d\ln\alpha}=\frac{L/h_c}{1-L/h_c}=0.23 .
\]

This is a weak dependence, but \(\alpha\) is poorly known within elasticity. Taking \(\alpha=1\) gives 235 Å and \(\alpha=4\) gives 334 Å. The model thus supports a critical thickness of roughly 300 Å; the further digits serve to check the solution of the equation.

Elastic anisotropy and the change of moduli with composition have been left out, and both would alter \(K\) and \(M\). For real silicon-germanium films the resulting shift of \(h_c\) can be comparable with the one from \(\alpha\), so 300 Å is a value for the model and not a prediction for a particular film. The threshold also presupposes an existing threader. If none is present, a dislocation must first nucleate, which is a different energy balance. Lattice friction adds a resisting force, so a film can remain coherent beyond \(h_c\) when growth outpaces glide. Once many misfit dislocations have formed, they relieve part of the misfit strain, which on average reduces the driving force on the next threader. The effect of a close neighbour depends on its Burgers vector, and the single-dislocation balance no longer applies.

## Computed values

```
lattice parameter a = 5.4 angstrom
shear modulus mu = 0.4 eV/angstrom^3
Poisson ratio nu = 0.25
Ge fraction x = 0.10
misfit strain per unit x = 0.04
misfit strain = 0.0040
core parameter alpha = 2.7183
Burgers length b = 3.8184 angstrom
in-plane edge part bx = 1.9092 angstrom
normal edge part bz = 2.7000 angstrom
screw part bs = 1.9092 angstrom
biaxial modulus M = 1.3333 eV/angstrom^3
misfit stress magnitude = 0.005333 eV/angstrom^3
energy prefactor K = 0.5801 eV/angstrom
length scale L = 56.973 angstrom
iteration 0: h = 100.00 angstrom
iteration 1: h = 243.01 angstrom
iteration 2: h = 293.60 angstrom
iteration 3: h = 304.37 angstrom
iteration 4: h = 306.43 angstrom
iteration 5: h = 306.81 angstrom
iteration 6: h = 306.88 angstrom
critical thickness, formula = 306.90 angstrom
critical thickness, numerical forces = 306.90 angstrom
critical thickness, converted = 580.0 bohr
hc/b = 80.37
L/hc = 0.1856
discarded small root = 1.441 angstrom
driving force at hc = 3.1249 eV/angstrom
line energy at hc = 3.1249 eV/angstrom
net energy at hc/2 = 1.1604 eV/angstrom
net energy at 2 hc = -2.7228 eV/angstrom
cut energy, h 50 to 300 angstrom = 1.0395 eV/angstrom
K log(300/50) = 1.0394 eV/angstrom
largest strain with a root = 0.0597
dln(hc)/dln(strain) = -1.2280
dln(hc)/dln(alpha) = 0.2280
x = 0.05: hc = 709.2 angstrom
x = 0.15: hc = 185.5 angstrom
x = 0.20: hc = 128.7 angstrom
alpha = 1.0: hc = 234.6 angstrom
alpha = 4.0: hc = 333.7 angstrom
```
